# Seaton's threshold relation and what a pseudopotential must conserve modulo integers: test program

```python
"""Seaton's relation for V(r) = -1/r + U(r), with U = 0 beyond the core radius.

Result under test: the phase shift delta_l at threshold equals pi*mu_l, where
bound levels are E_n = -1/(2 (n - mu)^2); for k > 0,
tan(pi mu) = (1 - exp(-2 pi/k)) tan(delta).
A pseudopotential has to keep mu modulo 1; equal core norm keeps d(mu)/dE.
Symbols: f, g = regular and irregular Coulomb functions smooth through E = 0,
A = product of (1 + s^2 * 2E), s = 1..l; nu = 1/sqrt(-2E); n = nodes + l + 1.
Internal units are atomic units; printed numbers are in eV and angstrom.
"""
from functools import lru_cache
import numpy as np
from mpmath import mp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq, root
from scipy.special import jv, yv

mp.dps = 40
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] / sc.angstrom
R_CORE = 1.0 / BOHR            # one angstrom
EXTRA_CHARGE = 10.0

# ---------- Chebyshev collocation on [0, R_CORE] ----------
DEG = 48
_x = np.cos(np.pi * np.arange(DEG + 1) / DEG)
_c = np.ones(DEG + 1)
_c[0] = _c[-1] = 2.0
_c *= (-1.0) ** np.arange(DEG + 1)
D1 = np.outer(_c, 1 / _c) / (_x[:, None] - _x[None, :] + np.eye(DEG + 1))
D1 -= np.diag(D1.sum(axis=1))
D1 *= 2 / R_CORE
D2 = D1 @ D1
RAD = R_CORE * (1 + _x) / 2    # first entry R_CORE, last entry 0
_mom = np.array([2 / (1 - j * j) if j % 2 == 0 else 0.0
                 for j in range(DEG + 1)])
WEIGHTS = np.linalg.solve(
    np.polynomial.chebyshev.chebvander(_x, DEG).T, _mom) * R_CORE / 2


def full_core(r):
    """r*U(r) of the full potential."""
    return -EXTRA_CHARGE * (1 - r / R_CORE) ** 4


def pseudo_core(c0, c1=0.0):
    """r*U(r) of a smooth pseudopotential."""
    def r_times_u(r):
        x2 = (r / R_CORE) ** 2
        return r * (1 - x2) ** 3 * (c0 + c1 * x2)
    return r_times_u


def core_solution(r_times_u, energy, l):
    """Regular solution u = r^(l+1) w, w(0) = 1, on the collocation points."""
    op = (RAD[:, None] * D2 + 2 * (l + 1) * D1
          + np.diag(2 * (energy * RAD + 1 - r_times_u(RAD))))
    unit = np.zeros(DEG + 1)
    unit[-1] = 1.0
    rhs = np.zeros(DEG + 2)
    rhs[-1] = 1.0
    w = np.linalg.lstsq(np.vstack([op, unit]), rhs, rcond=None)[0]
    u = RAD ** (l + 1) * w
    slope = (l + 1) * R_CORE ** l * w[0] + R_CORE ** (l + 1) * (D1[0] @ w)
    nodes = int(np.sum(w[1:] * w[:-1] < 0))
    return u[0], slope, WEIGHTS @ u ** 2, nodes


# ---------- Coulomb functions smooth in energy ----------
def frobenius(lam, eps, r):
    """Series solution starting (2r)^(lam+1)/Gamma(2 lam+2), and derivative."""
    t_old, t = mp.mpf(0), mp.mpf(2) ** (lam + 1) * mp.rgamma(2 * lam + 2)
    val, der = t, (lam + 1) * t
    for j in range(1, 100):
        t_old, t = t, -(2 * r * t + eps * r * r * t_old) / (
            j * (j + 2 * lam + 1))
        val += t
        der += (lam + 1 + j) * t
    return np.array([val * r ** (lam + 1), der * r ** lam], dtype=object)


@lru_cache(maxsize=None)
def smooth_pair(energy, l, radius=R_CORE):
    """A, (f, f'), (g, g') at the given radius."""
    eps, r = 2 * mp.mpf(energy), mp.mpf(radius)
    step = mp.mpf(10) ** (-10)
    amp = mp.mpf(1)
    for s in range(1, l + 1):
        amp *= 1 + s * s * eps
    f = frobenius(mp.mpf(l), eps, r)
    d_up = frobenius(l + step, eps, r) - frobenius(l - step, eps, r)
    d_dn = (frobenius(-l - 1 - step, eps, r)
            - frobenius(-l - 1 + step, eps, r))
    h = (amp * d_up + d_dn) / (4 * mp.pi * step)
    corr = mp.mpf(0)
    if energy != 0:
        nu = 1 / mp.sqrt(-eps) if eps < 0 else mp.mpc(0, 1) / mp.sqrt(eps)
        corr = amp / (2 * mp.pi) * mp.re(
            mp.digamma(nu + l + 1) + mp.digamma(nu - l) - 2 * mp.log(nu))
    g = h + corr * f
    return (float(amp), tuple(float(v) for v in f),
            tuple(float(v) for v in g))


def wronskian(a, b):
    return a[0] * b[1] - a[1] * b[0]


def outer_coefficients(r_times_u, energy, l):
    """u = alpha*A*f - beta*g outside the core; also core norm and nodes."""
    amp, f, g = smooth_pair(energy, l)
    u0, u1, norm, nodes = core_solution(r_times_u, energy, l)
    alpha = wronskian((u0, u1), g) / (amp * wronskian(f, g))
    beta = wronskian((u0, u1), f) / wronskian(f, g)
    return alpha, beta, norm / (alpha ** 2 + beta ** 2), nodes


def defect_angle(r_times_u, energy, l):
    alpha, beta = outer_coefficients(r_times_u, energy, l)[:2]
    return np.arctan2(beta, alpha)


def defect_slope(r_times_u, l, step=2e-3):
    diff = (defect_angle(r_times_u, step, l)
            - defect_angle(r_times_u, -step, l))
    diff = (diff + np.pi) % (2 * np.pi) - np.pi
    return diff / np.pi / (2 * step)


# ---------- phase shift from its asymptotic definition ----------
@lru_cache(maxsize=None)
def coulomb_waves(k, l):
    """(F, F'), (G, G') at R_CORE from the outgoing Whittaker wave."""
    km = mp.mpf(k)
    nu = mp.mpc(0, 1) / km
    phase = mp.arg(mp.gamma(l + 1 - nu)) - l * mp.pi / 2
    const = mp.exp(-mp.pi / (2 * km)) * mp.expj(phase)

    def outgoing(r):
        return const * mp.whitw(nu, l + mp.mpf(1) / 2, mp.mpc(0, -2) * km * r)
    val = complex(outgoing(mp.mpf(R_CORE)))
    der = complex(mp.diff(outgoing, mp.mpf(R_CORE)))
    return (val.imag, der.imag), (val.real, der.real)


def phase_shift(r_times_u, k, l):
    wave_f, wave_g = coulomb_waves(k, l)
    u = core_solution(r_times_u, k * k / 2, l)[:2]
    return np.arctan2(wronskian(u, wave_f), -wronskian(u, wave_g))


def switched_on(r_times_u, angle):
    """Follow an angle (in units of pi) while U is scaled from 0 to 1."""
    path = [angle(lambda r, t=t: t * r_times_u(r))
            for t in np.linspace(0, 1, 41)]
    assert abs(path[0]) < 1e-7
    return np.unwrap(path)[-1] / np.pi


# ---------- bound levels by diagonalization in a Sturmian basis ----------
def bound_levels(r_times_u, l, size=240, beta=0.8):
    j = np.arange(size)
    pts, wts = np.polynomial.legendre.leggauss(300)
    r, wts = R_CORE * (1 + pts) / 2, wts * R_CORE / 2
    a = 2 * l + 1
    phi = np.zeros((size, r.size))
    phi[0] = ((2 * beta * r) ** (l + 1) * np.exp(-beta * r)
              / np.sqrt(float(mp.factorial(a))))
    for i in range(size - 1):
        prev = phi[i - 1] * np.sqrt(i * (i + a)) if i else 0.0
        phi[i + 1] = (((2 * i + a + 1 - 2 * beta * r) * phi[i] - prev)
                      / np.sqrt((i + 1) * (i + 1 + a)))
    off = -np.sqrt((j[:-1] + 1.0) * (j[:-1] + 1 + a)) / (2 * beta)
    overlap = np.diag((j + l + 1) / beta) + np.diag(off, 1) + np.diag(off, -1)
    ham = (np.diag(beta * (j + l + 1) - 1.0) - beta ** 2 / 2 * overlap
           + (phi * (wts * r_times_u(r) / r)) @ phi.T)
    return eigh(ham, overlap, eigvals_only=True)


# ---------- tests of the Coulomb functions ----------
for l in (0, 1, 2):
    _, f, g = smooth_pair(0.0, l)
    arg = np.sqrt(8 * R_CORE)
    assert abs(f[0] - np.sqrt(2 * R_CORE) * jv(2 * l + 1, arg)) < 1e-10
    assert abs(g[0] - np.sqrt(2 * R_CORE) * yv(2 * l + 1, arg)) < 1e-10
    nu = 2.3
    en = -1 / (2 * nu ** 2)
    amp, f, g = smooth_pair(en, l)
    assert abs(wronskian(f, g) - 2 / np.pi) < 1e-10
    decaying = float(mp.whitw(nu, l + 0.5, 2 * R_CORE / nu))
    formula = (-(-1) ** l * nu ** l * float(mp.gamma(nu - l))
               * (amp * np.cos(np.pi * nu) * f[0] + np.sin(np.pi * nu) * g[0]))
    assert abs(decaying - formula) < 1e-9 * max(1, abs(decaying))

print(f"core radius = {R_CORE * BOHR:.4f} angstrom")
print(f"extra core charge at origin = {EXTRA_CHARGE:.1f} e, outer charge 1 e")
print(f"hartree*bohr = {HARTREE * BOHR:.4f} eV angstrom")

# ---------- Seaton's relation for l = 0, 1, 2 ----------
K_SMALL = np.linspace(0.12, 0.40, 7)
print(f"phase-shift energies: {K_SMALL[0]**2/2*HARTREE:.4f} to "
      f"{K_SMALL[-1]**2/2*HARTREE:.4f} eV")
full_levels = {}
mu_threshold = {}
largest_factor_effect = 0.0
for l in (0, 1, 2):
    levels = bound_levels(full_core, l)
    full_levels[l] = levels
    n = np.arange(3, 13)
    e_n = levels[n - l - 1]
    mu_n = n - 1 / np.sqrt(-2 * e_n)
    for energy, mu in zip(e_n, mu_n):
        angle = defect_angle(full_core, float(energy), l)
        assert abs(np.sin(np.pi * mu - angle)) < 1e-5
    mu_below = np.polyfit(e_n[2:], mu_n[2:], 3)[-1]
    deltas = [switched_on(full_core,
                          lambda q, k=k: phase_shift(q, float(k), l))
              for k in K_SMALL]
    fit = np.polyfit(K_SMALL ** 2 / 2, deltas, 4)
    mu_zero = switched_on(full_core, lambda q: defect_angle(q, 0.0, l))
    mu_threshold[l] = mu_zero
    slope = defect_slope(full_core, l)
    assert abs(fit[-1] - mu_below) < 3e-5
    assert abs(mu_zero - mu_below) < 3e-5
    assert abs(fit[-2] - slope) < 2e-3
    for k in (0.7, 1.0, 2.0):
        wave_f, wave_g = coulomb_waves(k, l)
        assert abs(wronskian(wave_f, wave_g) + k) < 1e-9
        delta = phase_shift(full_core, k, l)
        angle = defect_angle(full_core, k * k / 2, l)
        factor = 1 - np.exp(-2 * np.pi / k)
        exact = (factor * np.sin(delta) * np.cos(angle)
                 - np.cos(delta) * np.sin(angle))
        assert abs(exact) < 1e-7
        largest_factor_effect = max(largest_factor_effect,
                                    abs(np.sin(delta - angle)))
        if k == 2.0:
            print(f"l={l}, E={k*k/2*HARTREE:.3f} eV: tan(delta)="
                  f"{np.tan(delta):.6f}, tan(pi mu)={np.tan(angle):.6f}, "
                  f"factor={factor:.6f}")
    print(f"l={l}: mu_n for n=3,4,6,12 = "
          + ", ".join(f"{mu_n[i]:.6f}" for i in (0, 1, 3, 9)))
    print(f"l={l}: threshold mu from levels = {mu_below:.6f}, "
          f"delta/pi from scattering = {fit[-1]:.6f}")
    print(f"l={l}: mu from matching at E=0 = {mu_zero:.6f}, "
          f"dmu/dE = {slope/HARTREE:.6f} per eV")
assert largest_factor_effect > 1e-3    # the exponential factor is needed

# ---------- s-wave pseudopotentials ----------
mu_full = mu_threshold[0]
fraction = mu_full % 1.0


def mismatch(r_times_u, target):
    mu = defect_angle(r_times_u, 0.0, 0) / np.pi
    return (mu - target + 1) % 2 - 1


c_small = brentq(lambda c: mismatch(pseudo_core(c), fraction), -10, 0,
                 xtol=1e-12)
c_large = brentq(lambda c: mismatch(pseudo_core(c), fraction - 1), 0, 100,
                 xtol=1e-12)
_, _, norm_full, nodes_full = outer_coefficients(full_core, 0.0, 0)


def norm_conditions(c):
    pot = pseudo_core(*c)
    return [mismatch(pot, fraction - 1),
            outer_coefficients(pot, 0.0, 0)[2] - norm_full]


sol = root(norm_conditions, [c_large, 0.0], options={"eps": 1e-10})
assert np.max(np.abs(norm_conditions(sol.x))) < 1e-8
slope_full = defect_slope(full_core, 0)
pseudos = {"P1": pseudo_core(c_small), "P2": pseudo_core(c_large),
           "P2N": pseudo_core(*sol.x)}
print("P1 drops one state, P2 two, P2N two with equal core norm")
print(f"P1: c0 = {c_small*HARTREE:.4f} eV")
print(f"P2: c0 = {c_large*HARTREE:.4f} eV")
print(f"P2N: c0 = {sol.x[0]*HARTREE:.4f} eV, c1 = {sol.x[1]*HARTREE:.4f} eV")
print(f"full: core norm = {norm_full*BOHR:.6f} angstrom, "
      f"nodes in core = {nodes_full}")
shown = (3, 4, 6, 10)
print("full s levels n=1,2: "
      + ", ".join(f"{full_levels[0][i]*HARTREE:.4f}" for i in (0, 1)) + " eV")
print("full s levels n=3,4,6,10: "
      + ", ".join(f"{full_levels[0][m-1]*HARTREE:.6f}" for m in shown) + " eV")
errors = {}
for name, pot in pseudos.items():
    _, _, norm, nodes = outer_coefficients(pot, 0.0, 0)
    mu_ps = switched_on(pot, lambda q: defect_angle(q, 0.0, 0))
    removed = int(round(mu_full - mu_ps))
    assert abs(mu_full - mu_ps - removed) < 1e-7
    assert nodes_full - nodes == removed
    slope = defect_slope(pot, 0)
    assert abs((norm_full - norm) - (slope_full - slope)) < 1e-4
    levels = bound_levels(pot, 0)
    err = {m: levels[m - 1 - removed] - full_levels[0][m - 1] for m in shown}
    errors[name] = err
    print(f"{name}: mu = {mu_ps:.6f}, states removed = {removed}, "
          f"nodes in core = {nodes}")
    print(f"{name}: core norm = {norm*BOHR:.6f} angstrom, "
          f"dmu/dE = {slope/HARTREE:.6f} per eV")
    print(f"{name}: level errors n=3,4,6,10 = "
          + ", ".join(f"{err[m]*HARTREE:.3e}" for m in shown) + " eV")
    if name != "P2N":
        nu = 1 / np.sqrt(-2 * full_levels[0][9])
        predicted = (slope - slope_full) / (2 * nu ** 5)
        assert abs(err[10] - predicted) < 0.1 * abs(predicted)
        print(f"{name}: error at n=10 from slope formula = "
              f"{predicted*HARTREE:.3e} eV")
    else:
        assert abs(slope - slope_full) < 1e-4
assert abs(errors["P2N"][10]) < 0.2 * abs(errors["P2"][10])

print("ALL CHECKS PASSED")
```

Running it gives:

```
core radius = 1.0000 angstrom
extra core charge at origin = 10.0 e, outer charge 1 e
hartree*bohr = 14.3996 eV angstrom
phase-shift energies: 0.1959 to 2.1769 eV
l=0, E=54.423 eV: tan(delta)=0.595192, tan(pi mu)=0.569471, factor=0.956786
l=0: mu_n for n=3,4,6,12 = 1.326594, 1.316522, 1.312254, 1.310580
l=0: threshold mu from levels = 1.310182, delta/pi from scattering = 1.310182
l=0: mu from matching at E=0 = 1.310182, dmu/dE = -0.003341 per eV
l=1, E=54.423 eV: tan(delta)=-1.509544, tan(pi mu)=-1.444310, factor=0.956786
l=1: mu_n for n=3,4,6,12 = 0.869291, 0.856150, 0.849662, 0.846744
l=1: threshold mu from levels = 0.845965, delta/pi from scattering = 0.845965
l=1: mu from matching at E=0 = 0.845965, dmu/dE = -0.007099 per eV
l=2, E=54.423 eV: tan(delta)=0.191360, tan(pi mu)=0.183090, factor=0.956786
l=2: mu_n for n=3,4,6,12 = 0.000516, 0.000732, 0.000896, 0.000999
l=2: threshold mu from levels = 0.001034, delta/pi from scattering = 0.001034
l=2: mu from matching at E=0 = 0.001034, dmu/dE = 0.000372 per eV
P1 drops one state, P2 two, P2N two with equal core norm
P1: c0 = -73.9560 eV
P2: c0 = 305.7346 eV
P2N: c0 = -62.5399 eV, c1 = 1001.9508 eV
full: core norm = 0.112936 angstrom, nodes in core = 2
full s levels n=1,2: -1129.3837, -52.7781 eV
full s levels n=3,4,6,10: -4.858675, -1.889403, -0.619145, -0.180202 eV
P1: mu = 0.310182, states removed = 1, nodes in core = 1
P1: core norm = 0.129324 angstrom, dmu/dE = -0.002203 per eV
P1: level errors n=3,4,6,10 = 3.044e-02, 2.966e-03, 1.849e-04, 8.489e-06 eV
P1: error at n=10 from slope formula = 8.506e-06 eV
P2: mu = -0.689818, states removed = 2, nodes in core = 0
P2: core norm = 0.091642 angstrom, dmu/dE = -0.004820 per eV
P2: level errors n=3,4,6,10 = -4.174e-02, -3.919e-03, -2.413e-04, -1.104e-05 eV
P2: error at n=10 from slope formula = -1.105e-05 eV
P2N: mu = -0.689818, states removed = 2, nodes in core = 0
P2N: core norm = 0.112936 angstrom, dmu/dE = -0.003341 per eV
P2N: level errors n=3,4,6,10 = -8.228e-03, -3.317e-04, -6.973e-06, -9.098e-08 eV
ALL CHECKS PASSED
```
